# Scissors shift, velocity elements and the static electronic permittivity

A band-structure run on a low-k dielectric has finished. It has produced transition energies $E_{cv}$ that are judged too small, and velocity matrix elements $v_{cv}$ between filled states $v$ and empty states $c$. Before the permittivity is summed, every empty level is to be raised by the same energy $\Delta$. The decision is whether the stored velocities may be used as they stand. In the model crystal worked out below, keeping them gives a permittivity of 1.40, and treating them consistently gives 1.71.

"Static" here means the zero-frequency response of the electrons with the ions held fixed. The lattice adds its own part, sized at the end.

## Stage 1: one electron in a finite system

Take an electron with Hamiltonian $H$, filled state $|v\rangle$ and empty states $|c\rangle$. The scissors Hamiltonian is

$$H'=H+\Delta P_c,\qquad P_c=\sum_c|c\rangle\langle c| ,\qquad \Delta>0 .$$

Since $P_c$ is built from eigenstates of $H$, it commutes with $H$. The states are unchanged, and so is $x_{cv}=\langle c|x|v\rangle$. The transition energy becomes $E_{cv}+\Delta$.

Velocity is the rate of change of position, so it depends on the Hamiltonian:

$$v=\frac{i}{\hbar}[H,x]\quad\Rightarrow\quad v_{cv}=\frac{i}{\hbar}(E_c-E_v)\,x_{cv}=\frac{i}{\hbar}E_{cv}x_{cv}.$$

The same line with $H'$ gives $v'_{cv}=(i/\hbar)(E_{cv}+\Delta)x_{cv}$. Dividing the two,

$$v'_{cv}=v_{cv}\,\frac{E_{cv}+\Delta}{E_{cv}} .\tag{1}$$

Now apply a uniform field $F$. The electron has charge $-e$, so its energy gains the term $eFx$. Second-order perturbation theory lowers the level by $e^2F^2\sum_c|x_{cv}|^2/(E_{cv}+\Delta)$. Setting this equal to $\tfrac12\alpha F^2$ gives the polarizability

$$\alpha(\Delta)=2e^2\sum_c\frac{|x_{cv}|^2}{E_{cv}+\Delta}.\tag{2}$$

With several filled states one sums over $v$. Terms linking two filled states cancel in pairs, because their energy denominators have opposite signs.

One assumption is hidden here: $P_c$ stays the projector of the field-free system. Suppose instead that it were rebuilt from the states of $H+eFx$. It would then commute with $H+eFx$, the filled states would be those found without any shift, and the polarizability would remain $\alpha(0)$. The correction therefore rests on a fixed projector.

**Limit: a harmonic electron.** For frequency $\omega$ there is one transition from the ground state, with $E=\hbar\omega$ and $|x_{cv}|^2=\hbar/(2m\omega)$. Equation (2) gives $\alpha(0)=e^2/(m\omega^2)$, the polarizability of a charge on a spring. Let $r=\hbar\omega/(\hbar\omega+\Delta)$. Three ways to raise the transition energy by $\Delta$ then differ:

- The rigid shift keeps $|x_{cv}|^2$, so $\alpha=r\,\alpha(0)$.
- A stiffer spring has frequency $\omega/r$, so $\alpha=r^2\alpha(0)$. Its states are more compact, and $|x_{cv}|^2$ falls by $r$.
- Keeping the old velocity means $|x_{cv}|^2=\hbar^2|v_{cv}|^2/(E+\Delta)^2$, which is smaller by $r^2$. Then $\alpha=r^3\alpha(0)$.

The third choice agrees with neither of the two Hamiltonians. The second shows what the rigid shift assumes physically: the gap is wrong but the orbitals are right.

## Stage 2: Bloch states

In a periodic crystal $x$ is unbounded, so its elements need another definition. Write the Bloch states as $e^{ikx}u_{nk}$, with $k$ the wavevector along $x$, and let $H_k=e^{-ikx}He^{ikx}$ act on the periodic parts. Differentiation gives

$$\partial_kH_k=-ixH_k+iH_kx=i[H_k,x],$$

so the velocity operator acting on the periodic parts is $\partial_kH_k/\hbar$. This also holds for a nonlocal Hamiltonian with the lattice period, and hence for $H'$.

Differentiate $H_k|u_v\rangle=E_v|u_v\rangle$ and project on $\langle u_c|$. The term in $\partial_kE_v$ drops by orthogonality:

$$\langle u_c|\partial_kH_k|u_v\rangle+E_c\langle u_c|\partial_ku_v\rangle=E_v\langle u_c|\partial_ku_v\rangle .$$

With the interband position element defined as $x_{cv}=i\langle u_c|\partial_ku_v\rangle$,

$$\hbar v_{cv}=-E_{cv}\langle u_c|\partial_ku_v\rangle=iE_{cv}x_{cv},\tag{3}$$

as in the finite system. A $k$-dependent phase on either state changes the phase of $x_{cv}$ but not its modulus, because $\langle u_c|u_v\rangle=0$.

Now shift the bands: $H'_k=H_k+\Delta P_c(k)$. The projector depends on $k$, so it contributes to the velocity:

$$\hbar v'_{cv}=\hbar v_{cv}+\Delta\langle u_c|\partial_kP_c|u_v\rangle .$$

To find the new element, differentiate $P_c|u_v\rangle=0$. This gives $(\partial_kP_c)|u_v\rangle=-P_c|\partial_ku_v\rangle$, and therefore

$$\hbar v'_{cv}=-E_{cv}\langle u_c|\partial_ku_v\rangle-\Delta\langle u_c|\partial_ku_v\rangle=i(E_{cv}+\Delta)x_{cv}.$$

Equation (1) holds at every $k$.

Velocities within the filled set, or within the empty set, do not change. Differentiating $P_c^2=P_c$ gives $(\partial_kP_c)P_c+P_c(\partial_kP_c)=\partial_kP_c$. Multiplying by $P_c$ on both sides gives $2P_c(\partial_kP_c)P_c=P_c(\partial_kP_c)P_c$, so this block vanishes. Multiplying instead by $1-P_c$ on both sides makes the left side zero, so the filled block vanishes too. Band slopes, and hence effective masses, survive the shift.

**Limit: shift everything.** If the filled states were raised by $\Delta$ as well, the added operator would be $\Delta$ times the identity. Its $k$ derivative is zero, transition energies stay put and no velocity changes. The rescaling comes from the $k$ dependence of the division between filled and empty states.

**A condition on the input.** Equation (3) turns a stored velocity into a position element only if that velocity is $(i/\hbar)[H,x]$ for the Hamiltonian actually used. For a local potential this is $p/m$. With a nonlocal pseudopotential, the commutator of its nonlocal part with $x$ must be included before any rescaling.

## Stage 3: the permittivity

Apply a slow potential energy $W=\lambda\cos qx$ to a crystal of $N$ cells of volume $\Omega$. Since $eF=\partial_xW$, the mean square field is $\lambda^2q^2/(2e^2)$. A medium of susceptibility $\chi$ in this prescribed total field has energy

$$\delta\mathcal E=-\tfrac12\varepsilon_0\chi\,\frac{\lambda^2q^2}{2e^2}\,N\Omega .\tag{4}$$

Now count the same energy quantum mechanically. The cosine contains $e^{iqx}$ and $e^{-iqx}$, each with amplitude $\lambda/2$. For small $q$,

$$\langle u_{c,k+q}|u_{vk}\rangle\simeq q\langle\partial_ku_c|u_v\rangle=-q\langle u_c|\partial_ku_v\rangle ,$$

with modulus $q|x_{cv}|$. With two spins and two directions of $q$,

$$\delta\mathcal E=-2\cdot2\cdot\frac{\lambda^2q^2}{4}\sum_{k}\sum_{cv}\frac{|x_{cv}|^2}{E_{cv}+\Delta}.$$

Equating this to (4), and writing $\langle\cdots\rangle_k$ for the average over the $N$ wavevectors,

$$\varepsilon(\Delta)=1+\chi(\Delta),\qquad \chi(\Delta)=\frac{4e^2}{\varepsilon_0\Omega}\Big\langle\sum_{cv}\frac{|x_{cv}|^2}{E_{cv}+\Delta}\Big\rangle_k .\tag{5}$$

This is the independent-particle result. It leaves out the attraction between electron and hole, and the field variations inside a cell (local fields).

In terms of velocities, each term of (5) can be written

$$\frac{|x_{cv}|^2}{E_{cv}+\Delta}=\frac{\hbar^2|v'_{cv}|^2}{(E_{cv}+\Delta)^3}=\frac{\hbar^2|v_{cv}|^2}{E_{cv}^2\,(E_{cv}+\Delta)} .\tag{6}$$

The last form answers the opening question: stored velocities are divided by the old energy squared and the new energy once. Putting the old velocity over $(E_{cv}+\Delta)^3$ multiplies each term by a spurious $[E_{cv}/(E_{cv}+\Delta)]^2$.

**Limit: separated molecules.** With two electrons per cell and no overlap between cells, (5) becomes $\chi=2\alpha/(\varepsilon_0\Omega)$ with $\alpha$ from (2), the sum of independent polarizabilities.

## Stage 4: what $\Delta$ alone does not fix

Equation (5) needs the distribution of transition energies. Let $w_i$ be the fraction that transition $i$ contributes to $\chi(0)$, so that $w_i\propto|x_i|^2/E_i$. Then

$$\frac{\chi(\Delta)}{\chi(0)}=\sum_iw_i\frac{E_i}{E_i+\Delta}=\sum_iw_i\frac{1}{1+\Delta/E_i}.$$

As a function of $E$, the fraction $E/(E+\Delta)$ has second derivative $-2\Delta/(E+\Delta)^3<0$, so its average is at most its value at the mean energy. As a function of $y=1/E$, the form $1/(1+\Delta y)$ has positive second derivative, so its average is at least its value at the mean of $y$. Hence

$$\frac{\chi(0)}{1+\Delta\langle1/E\rangle_w}\le\chi(\Delta)\le\frac{\chi(0)\,\langle E\rangle_w}{\langle E\rangle_w+\Delta}.\tag{7}$$

If all transitions share one energy, both bounds meet and $\chi$ falls by $E/(E+\Delta)$.

The shift also changes the total oscillator strength. For one filled band, differentiate $\partial_kE_v=\langle u_v|\partial_kH_k|u_v\rangle$ once more and use (3):

$$\partial_k^2E_v=\langle u_v|\partial_k^2H_k|u_v\rangle-2\sum_cE_{cv}|x_{cv}|^2 .$$

The left side averages to zero over the Brillouin zone because $E_v$ is periodic. For a local potential $\partial_k^2H_k=\hbar^2/m$, so the strength per electron, $f=(2m/\hbar^2)\langle\sum_cE_{cv}|x_{cv}|^2\rangle_k$, equals 1. Replacing $E_{cv}$ by $E_{cv}+\Delta$ gives

$$f'=1+\frac{2m\Delta}{\hbar^2}\Big\langle\sum_c|x_{cv}|^2\Big\rangle_k .\tag{8}$$

The excess is the price of the nonlocal operator $\Delta P_c$. It warns against using the shifted spectrum far above the gap, where the response should approach that of free electrons with $f=1$.

## Stage 5: numbers for a model dielectric

Take a cubic crystal with potential $-U[\cos(2\pi x/a)+\cos(2\pi y/a)+\cos(2\pi z/a)]$, $a=0.32$ nm, $U=8$ eV, two electrons per cell and $\Delta=3$ eV. The states are products of one-dimensional Bloch states, and the filled band is the lowest one along each axis. A field along $x$ changes the $x$ factor alone, so (5) needs one-dimensional energies and elements. These come from diagonalization in 15 plane waves at 200 wavevectors. The gap of the three-dimensional crystal is indirect and rises from 5.55 to 8.55 eV. The smallest vertical transition driven by the field is 7.86 eV before the shift.

Follow the lowest transition at $k=0.8\,\pi/a$. It has $E=8.417$ eV and $\hbar|v|=0.7243$ eV nm, so $|x|=0.7243/8.417=0.08605$ nm. The shift raises the energy to 11.417 eV, a ratio of 1.356, and (1) predicts $\hbar|v'|=1.356\times0.7243=0.982$ eV nm. A finite-difference $k$ derivative of $H'_k$, with the projector recomputed at each $k$, gives 0.9825 eV nm.

The prefactor in (5) is $4\times18.095/0.32^3=2209$ eV nm$^{-2}$, using $e^2/\varepsilon_0=18.095$ eV nm. At this wavevector the transition's term, before averaging over $k$, is $2209\times0.08605^2/8.417\approx1.94$ without the shift and 1.43 with it. Averaging the terms over all wavevectors and adding 1 gives:

| Treatment | $\varepsilon$ |
|---|---|
| no shift | 1.954 |
| shift, equation (5) | 1.714 |
| shift, old velocities | 1.402 |

Old velocities make $\chi$ 44% smaller than (5) does, and $\varepsilon$ 18% smaller.

The middle row can be reached without matrix elements. Diagonalize $H'$ in rings of 24 and 48 cells with a weak cosine potential added and the projector held fixed, take the change in density, and extrapolate to $q=0$ assuming an error proportional to $q^2$. This gives 1.714.

The weighted averages are $\langle E\rangle_w=9.17$ eV and $1/\langle1/E\rangle_w=8.88$ eV, so (7) confines $\varepsilon$ to between 1.713 and 1.719. The bounds are tight because these two averages differ by only 3%, even though the weighted energies have a standard deviation of 2.0 eV. The averaged sum of $|x|^2$ is 0.00396 nm², and with $\hbar^2/2m=0.0381$ eV nm², (8) gives $f'=1+3\times0.00396/0.0381=1.31$.

## Stage 6: what the model leaves out

Each estimate below changes one thing and keeps the other settings fixed.

**Local fields.** These were included through the inverse of a dielectric matrix over 125 reciprocal-lattice vectors, in the random-phase approximation, with five bands per axis and a $10\times6\times6$ wavevector grid. The permittivity falls from 1.954 to 1.694 without the shift, and from 1.714 to 1.550 with it. The position elements still carry over, but local fields matter here about as much as the scissors correction.

**Electron–hole attraction.** Two point charges a distance $a$ apart, screened by 1.714, attract with 2.6 eV. Subtracting this from $\Delta$ gives $\varepsilon=1.92$, nearly the unshifted value. Macroscopic screening is doubtful at this distance, and attraction also mixes transitions, so this is a scale and not a prediction. It does suggest that a shift fitted to the quasiparticle gap need not improve the permittivity when attraction is ignored.

**A shift that is not rigid.** If $\Delta$ grows by 0.1 eV per eV of transition energy above 7.86 eV, $\varepsilon$ becomes 1.708. Lowering the shifted gap by 0.1 eV, as heating might, gives 1.720; thermal expansion is not included.

**Lattice polarization.** Oscillators of density $n$, charge $Ze$, reduced mass $\mu$ and frequency $\omega_0$ have static displacement $ZeF/(\mu\omega_0^2)$, and so add $nZ^2e^2/(\varepsilon_0\mu\omega_0^2)$ to the permittivity. Rough values of 10 nm$^{-3}$, $Z=2$, 10 atomic mass units and $\hbar\omega_0=0.06$ eV give 0.84.

**Operating field.** At 1 MV/cm the potential drops by 0.032 eV per cell. The squared ratio to the 7.86 eV transition, $1.7\times10^{-5}$, is a rough overestimate of the nonlinear correction in this inversion-symmetric crystal: the relative change in $\chi$ at this field is about $6\times10^{-6}$ without the shift and $3\times10^{-6}$ with it. It says nothing about breakdown through defects.

The real case nearest to these parameters is a porous organosilicate interlayer film, with a refractive index of very roughly 1.3 to 1.4 and a static k of very roughly 2.2 to 3. Without local fields the model's index is $\sqrt{1.714}=1.31$, and adding the lattice term gives a static value near 2.6. With local fields the two figures fall to $\sqrt{1.550}=1.24$ and about 2.4, so the index then lies below the quoted range. The agreement is one of regime, since the parameters were chosen for it. The model has 61 electrons per nm³, far below the roughly 350 valence electrons per nm³ of dense silica, and it has no pores, methyl groups or absorbed water. For the k that sets interconnect capacitance, the fixed-ion value is not enough. With the rough inputs above, the lattice adds 0.84, more than the whole scissors correction of 0.24. That ranking depends on the inputs: with $Z=1$ instead of 2, the lattice term is 0.21.
